\section*{Mott-Littleton two-region energy and its Born-Jost limit}

\section{Result}

A point charge $q$ is added to a cation site of a rocksalt crystal whose sites respond linearly. The defect site itself is left out of all sums; by cubic symmetry the other dipoles produce no field there, so it carries no dipole. Region I holds the other sites with $r<R$, region II the rest. The two-region energy of the relaxed crystal, measured from the unrelaxed crystal containing the same charge, is
\begin{equation}
E=-\frac12\sum_{j\in I}\boldsymbol\mu_j\cdot\mathbf E^0_j
-\frac{q^2}{2}\sum_{j\in II}\frac{\tilde\alpha_j}{r_j^4},
\qquad \mathbf E^0_j=\frac{q\,\mathbf r_j}{r_j^3}.
\label{result}
\end{equation}
Here $\boldsymbol\mu_j$ is the induced dipole of site $j$, at position $\mathbf r_j$ from the charge. For $R$ much larger than the lattice spacing, the second term tends to the Born-Jost energy
\begin{equation}
E_{BJ}=-\frac{q^2}{2R}\left(1-\frac1\varepsilon\right).
\label{bj}
\end{equation}

The $\tilde\alpha_j$ are dressed polarisabilities: dipole per unit bare field of the charge, with the fields of all other dipoles taken into account. The bare $\alpha_j$, dipole per unit local field, may replace them only when the polarisability per unit volume is small.

Hartree atomic units are used, with the Gaussian forms $\mathbf D=\mathbf E+4\pi\mathbf P$ and $\nabla\cdot\mathbf D=4\pi\rho$. The nearest-neighbour distance is $d$ and the volume per ion pair is $v=2d^3$.

\section{One site}

Let a site carry an electronic dipole $p$ of polarisability $\alpha_{el}$, and an ion of charge $Z$ displaced by $u$ in a harmonic well of force constant $k$. Its total dipole is $m=p+Zu$. To find the cost of a given $m$, minimise $p^2/2\alpha_{el}+ku^2/2$ at fixed $m$, with a multiplier $\lambda$:
\begin{equation}
p=\alpha_{el}\lambda,\qquad u=\frac{Z\lambda}{k},\qquad
m=\alpha\lambda,\qquad \alpha=\alpha_{el}+\frac{Z^2}{k}.
\end{equation}
The cost is then
\begin{equation}
\frac{\alpha_{el}\lambda^2}{2}+\frac{Z^2\lambda^2}{2k}
=\frac{\alpha\lambda^2}{2}=\frac{m^2}{2\alpha}.
\end{equation}
Each site therefore needs only one variable, its total dipole, provided that the coupling to everything else depends on $m$ alone. This holds for small displacements, when the change of field across $u$ is neglected.

In a field $F$ the energy is $m^2/2\alpha-mF$. Its minimum lies at $m=\alpha F$ and equals
\begin{equation}
\frac{\alpha F^2}{2}-\alpha F^2=-\frac{\alpha F^2}{2}.
\end{equation}
Half of the energy gained in the field is spent on polarising the site. With $F=q/r^2$ this is $-q^2\alpha/2r^4$. For widely separated sites these energies add, which is the dilute limit of the outer sum.

\section{Many sites in two regions}

The field at site $i$ due to a dipole at $j$ is $G_{ij}\boldsymbol\mu_j$, where, with $\mathbf s=\mathbf r_i-\mathbf r_j$,
\begin{equation}
(G_{ij})_{ab}=\frac{3s_as_b-s^2\delta_{ab}}{s^5},\qquad G_{ii}=0.
\end{equation}
Collect all dipoles in one vector $\mu$ and write $\alpha^{-1}$ for the diagonal matrix of inverse polarisabilities. Then
\begin{equation}
E(\mu)=\tfrac12\mu^TA\mu-\mu^TE^0,\qquad A=\alpha^{-1}-G.
\label{energy}
\end{equation}
The factor $\tfrac12$ before $G$ counts each pair once. The model assumes that $A$ is positive definite, that the sites interact as point dipoles without short-range coupling, and that the defect acts on the other sites through its charge alone.

Let $A_I$ and $A_{II}$ be the diagonal blocks of $A$, and $G_{I,II}=G_{II,I}^T$ the coupling. Separating the regions gives
\begin{equation}
E=\underbrace{\tfrac12\mu_I^TA_I\mu_I-\mu_I^TE^0_I}_{E_I(\mu_I)}
+\tfrac12\mu_{II}^TA_{II}\mu_{II}-\mu_{II}^TF,
\end{equation}
where $F=E^0_{II}+G_{II,I}\mu_I$ is the field that region I, including the charge, exerts on region II. At fixed $\mu_I$ the minimum over $\mu_{II}$ satisfies $A_{II}\mu_{II}=F$. Hence $\tfrac12\mu_{II}^TA_{II}\mu_{II}=\tfrac12\mu_{II}^TF$, and
\begin{equation}
E=E_I(\mu_I)-\tfrac12\mu_{II}^TF
=E_I(\mu_I)-\tfrac12F^TA_{II}^{-1}F.
\label{schur}
\end{equation}
This is the Green-function form of the embedding: $A_{II}^{-1}$ is the static response function of the outer region with region I held fixed. On a small cluster with arbitrary inner dipoles, numerical minimisation over the outer dipoles and the right side of \eqref{schur} both give $0.0012495$ hartree.

Now let region I relax too. Since $A_{II}^{-1}F=\mu_{II}$, the derivative of \eqref{schur} with respect to $\mu_I$ vanishes when
\begin{equation}
A_I\mu_I=E^0_I+G_{I,II}\mu_{II}.
\label{innerforce}
\end{equation}
Multiplying by $\tfrac12\mu_I^T$ and inserting the result in $E_I$ gives
\begin{equation}
E_I=-\tfrac12\mu_I^TE^0_I+\tfrac12\mu_I^TG_{I,II}\mu_{II}.
\end{equation}
The outer term, written out, is
\begin{equation}
-\tfrac12\mu_{II}^TF=-\tfrac12\mu_{II}^TE^0_{II}
-\tfrac12\mu_{II}^TG_{II,I}\mu_I .
\end{equation}
The two cross terms are transposes of each other and cancel in the sum:
\begin{equation}
E=-\tfrac12\mu_I^TE^0_I-\tfrac12\mu_{II}^TE^0_{II}.
\label{balance}
\end{equation}
The bare field of the charge appears here, although each dipole responds to the full local field.

If region I is anharmonic, $E_I$ is no longer quadratic and this cancellation is lost. For a region I that acts on region II through the charge and a set of dipoles $\mu_I$, equation \eqref{schur} still gives $E=E_I-\tfrac12\mu_{II}^TE^0_{II}-\tfrac12\mu_{II}^TG_{II,I}\mu_I$, and the last term must be kept.

\section{Dipoles far from the charge}

Far from the charge the polarisation varies little over a lattice spacing, so macroscopic fields can be used. A cubic crystal responds isotropically to macroscopic fields, so to leading order in $1/r$ they are radial, and Gauss's law gives
\begin{equation}
D=\frac{q}{r^2},\qquad E=D-4\pi P .
\end{equation}
The polarisation of region I does not change this leading term, because induced dipoles carry no net charge; any multipole fields they add fall off faster than $1/r^2$.

The field acting on a site differs from the macroscopic $E$. Draw a sphere around the site, large compared with $d$ but small compared with $r$. The medium outside it has surface charge $-P\cos\theta$ on the sphere, which produces at the centre a field along $\mathbf P$ equal to
\begin{equation}
\int P\cos^2\theta\,d\Omega=\frac{4\pi P}{3}.
\end{equation}
The sites inside the sphere contribute sums of $(3z^2-s^2)/s^5$. Each sublattice is arranged with cubic symmetry about any site, so $x^2$, $y^2$ and $z^2$ have equal weighted sums and the contribution vanishes. Both kinds of site thus feel
\begin{equation}
F_{loc}=E+\frac{4\pi P}{3}=D-\frac{8\pi P}{3}.
\label{local}
\end{equation}

Let $\alpha_p=\alpha_++\alpha_-$ be the polarisability of an ion pair. Then $P=\alpha_pF_{loc}/v$, and \eqref{local} becomes
\begin{equation}
F_{loc}=D-\frac{8\pi\alpha_p}{3v}F_{loc}
\quad\Longrightarrow\quad
F_{loc}=\frac{D}{1+8\pi\alpha_p/3v}.
\end{equation}
Therefore
\begin{equation}
\boldsymbol\mu_j=\tilde\alpha_j\frac{q\,\mathbf r_j}{r_j^3},\qquad
\tilde\alpha_j=\frac{\alpha_j}{1+8\pi\alpha_p/3v}.
\label{dressed}
\end{equation}
Inserted in the outer part of \eqref{balance}, this gives
\begin{equation}
-\frac12\sum_{j\in II}\tilde\alpha_j\frac{q\,\mathbf r_j}{r_j^3}\cdot\frac{q\,\mathbf r_j}{r_j^3}
=-\frac{q^2}{2}\sum_{j\in II}\frac{\tilde\alpha_j}{r_j^4},
\end{equation}
which completes \eqref{result}. The approximation lies in using the far-field dipoles throughout region II. When $\alpha_p/v\to0$ the divisor tends to 1 and the dilute sum returns.

\section{Continuum limit}

With $D=\varepsilon E$, the relation $4\pi P=D-E$ gives $4\pi P/D=1-1/\varepsilon$. Equation \eqref{dressed} gives $P=(\tilde\alpha_++\tilde\alpha_-)D/v$, so
\begin{equation}
\frac{4\pi(\tilde\alpha_++\tilde\alpha_-)}{v}=1-\frac1\varepsilon .
\label{cellsum}
\end{equation}
To express $\varepsilon$ through the bare polarisabilities, set $x=4\pi\alpha_p/3v$. The left side is $3x/(1+2x)$, hence
\begin{equation}
\frac1\varepsilon=1-\frac{3x}{1+2x}=\frac{1-x}{1+2x},\qquad
\varepsilon=\frac{1+2x}{1-x},
\end{equation}
which is the Clausius-Mossotti relation.

For $R\gg d$ the sum over pairs becomes an integral with density $1/v$:
\begin{align}
-\frac{q^2}{2}\sum_{j\in II}\frac{\tilde\alpha_j}{r_j^4}
&\to-\frac{q^2}{2}\,\frac{\tilde\alpha_++\tilde\alpha_-}{v}
\int_R^\infty\frac{4\pi r^2}{r^4}\,dr\nonumber\\
&=-\frac{q^2}{2}\,\frac{4\pi(\tilde\alpha_++\tilde\alpha_-)}{v}\,\frac1R
=-\frac{q^2}{2R}\left(1-\frac1\varepsilon\right).
\end{align}
The division of the response between the two ions has dropped out; only the pair sum \eqref{cellsum} enters.

The field energy gives the same value. The charge fixes $D$, and the energy density changes from $D^2/8\pi$ to $D^2/8\pi\varepsilon$ when the medium outside $R$ is allowed to polarise:
\begin{equation}
\int_R^\infty\frac{1}{8\pi}\frac{q^2}{r^4}\left(\frac1\varepsilon-1\right)4\pi r^2\,dr
=-\frac{q^2}{2R}\left(1-\frac1\varepsilon\right).
\end{equation}
For $\varepsilon\to1$ it vanishes. For $\varepsilon\to\infty$ it becomes $-q^2/2R$, the removal of all field energy outside the sphere. In the continuum limit, if region I does not polarise, this is the whole relaxation energy; otherwise it is the outer share. On a lattice the sites next to a rigid region I depart from the far-field dipoles: for the crystal worked below, the relaxed energy then exceeds the dressed sum in magnitude by about 2\% at $R=4.5d$ and 1\% at $R=8.5d$.

The cross term of the previous derivation also has a simple limit. The inner dipoles have no net charge, so the radial component of their field averages to zero over any sphere enclosing them. A continuous radial outer polarisation of constant magnitude on each sphere then has no interaction energy with them. On a lattice the sites sample the sphere at discrete points and a remainder can survive.

\section{A worked crystal}

Take $q=1$ and $d=4$ bohr, so that $v=128$ bohr$^3$. These are round model values for no particular material. Cation sites have $\alpha_{el}=1$ bohr$^3$, $Z=1$ and $k=1$ hartree/bohr$^2$; anion sites have $\alpha_{el}=6$ bohr$^3$, $Z=-1$ and $k=0.5$ hartree/bohr$^2$. Then
\begin{equation}
\alpha_+=1+\frac{1}{1}=2,\qquad
\alpha_-=6+\frac{1}{0.5}=8\quad\text{bohr}^3,
\end{equation}
and $\alpha_p=10$ bohr$^3$. The divisor in \eqref{dressed} is $1+80\pi/384=1.6545$, which gives
\begin{equation}
\tilde\alpha_+=\frac{2}{1.6545}=1.209,\qquad
\tilde\alpha_-=\frac{8}{1.6545}=4.835\quad\text{bohr}^3 .
\end{equation}
With $x=40\pi/384=0.3272$, the dielectric constant is $1.6545/0.6728=2.459$ and $1-1/\varepsilon=0.5934$.

\subsection{Dipoles}

All dipoles were relaxed together in a spherical cluster of radius $15d$ with 14\,146 sites. Between $4.5d$ and $9.5d$ the mean of $\mu_r r^2/q$, where $\mu_r$ is the radial dipole component, is $1.208$ bohr$^3$ on cation sites and $4.836$ bohr$^3$ on anion sites. This confirms the dressed values on average; single sites in this range scatter from $1.14$ to $1.30$ bohr$^3$ for cations and from $4.71$ to $5.06$ bohr$^3$ for anions.

Next to the charge the far-field formula is less accurate. It gives a nearest-neighbour dipole of $4.835/16=0.302$ $e\,$bohr, while full relaxation gives $0.371$, larger by 23\%. The bare value is $8/16=0.500$. The relaxed dipole corresponds to a local field of $0.371/8=0.046$ atomic units and an anion displacement of magnitude $0.046/0.5=0.09$ bohr. That is about 2\% of $d$, but the bare field changes by about $2u/d\approx5\%$ across it. For the six nearest anions taken alone, keeping the displacement finite, with the electronic dipole moving with the ion, changes their relaxation energy from $-0.072$ to $-0.078$ hartree, about 8\%. The sign of this change follows the sign of $q$: for $q=-1$ the anions move outward and the energy becomes $-0.068$ hartree, about 6\% smaller in magnitude. The errors quoted below are those of the two-region scheme applied to the finite cluster within the linear model and do not include this effect.

\subsection{Two-region energy}

For the two-region calculation, the outer dipoles are fixed at \eqref{dressed} and \eqref{innerforce} is solved for the inner ones. The energy shares of the cluster, in hartree, and the error of their sum relative to full relaxation are:

\begin{center}
\begin{tabular}{rrrrr}
$R/d$ & inner sites & inner & outer & error\\
0.5 & 0 & 0 & $-0.10633$ & $-8.6\%$\\
1.5 & 18 & $-0.07343$ & $-0.04258$ & $-0.30\%$\\
2.5 & 80 & $-0.09364$ & $-0.02266$ & $-0.05\%$\\
4.5 & 388 & $-0.10476$ & $-0.01157$ & $-0.02\%$
\end{tabular}
\end{center}

The reference is $-0.11636$ hartree; a negative error means that too little relaxation energy is found. About $0.02$ to $0.03$ percentage points of the error in the last three rows comes from the finite size of the cluster. At $R=4.5d$ the error is $-0.06\%$, $-0.03\%$, $-0.02\%$ and $-0.01\%$ for cluster radii $9d$, $12d$, $15d$ and $18d$. For the infinite lattice the errors at $R/d=1.5$, $2.5$ and $4.5$ are $-0.26\%$, $-0.03\%$ and below $0.001\%$ in magnitude. With no inner region the missing energy is $0.11636-0.10633=0.0100$ hartree. The six nearest neighbours alone miss
\begin{equation}
\frac12\times6\times\frac{0.3713-0.3022}{16}=0.0130\ \text{hartree},
\end{equation}
and the other sites offset about $0.003$ hartree of this. All four sums lie above the reference, but this is not guaranteed: \eqref{energy} exceeds the form \eqref{balance} by $\tfrac12\mu^T(A\mu-E^0)$. This vanishes at the minimum but in general not for prescribed outer dipoles, so \eqref{result} is in general not the value of \eqref{energy} and need not be an upper bound. At $R=1.2d$, with only the six nearest anions inside, the sum lies $0.7\%$ below the reference. Nor does the error fall steadily at small $R$: at $R=1.9d$ it is $-1.2\%$.

At $R=4.5d$ the remaining cross term, $\mu_{II}^TG_{II,I}\mu_I$, is $-2.2\%$ of $\mu_{II}^TE^0_{II}$ for the relaxed dipoles of the $15d$ cluster; the ratio depends on the cluster radius, which sets the size of $\mu_{II}^TE^0_{II}$. It is small but not zero, as expected on a lattice.

\subsection{Approach to the continuum}

For the infinite lattice, the outer sum divided by the Born-Jost energy is $0.961$, $0.930$, $1.002$, $1.004$, $0.9999$ and $0.9999$ at $R/d=1.5$, $2.5$, $4.5$, $8.5$, $16.5$ and $32.5$. The approach is not monotonic, because whole shells of sites cross the boundary as $R$ changes. At $R=2.5d$, for example, region I and the defect site make 81 sites, whereas a sphere of that radius has the volume of $4\pi(2.5)^3/3=65$ sites. Too few sites are left outside, and the sum is too small in magnitude. The unequal polarisabilities also matter, so the site count alone does not determine the deviation.

With bare polarisabilities the ratio at $32.5d$ is $1.654$. This is the divisor $1.6545$ again: the error of the bare sum does not disappear at large $R$.

A separate check compares fully relaxed clusters of different radii, whose energies are found without using \eqref{dressed}. The energy gained on enlarging the cluster is on average $0.97$ of the Born prediction for three smaller clusters. The test allows 10\%; the cause of the 3\% difference was not examined.

\subsection{Energy of the infinite crystal}

At $R=4.5d=18$ bohr the Born-Jost energy is
\begin{equation}
-\frac{0.5934}{2\times18}=-0.01648\ \text{hartree},
\end{equation}
against $-0.01651$ hartree for the lattice sum. The inner share can be carried over from the cluster, since additional spherical shells of radial polarisation produce no macroscopic field inside them. Thus
\begin{equation}
E=-0.10476-0.01651=-0.1213\ \text{hartree}=-3.30\ \text{eV}.
\end{equation}
Full relaxation of the cluster plus a Born-Jost tail beyond $15d$ also gives $-0.1213$ hartree.

\section{Range of validity}

The outer formula needs a net charge and a cubic crystal in which every site has surroundings of cubic symmetry, as in rocksalt. The oxygen sites of a cubic perovskite do not, so \eqref{local} and \eqref{dressed} cannot be used there. An off-centre charge or a defect with a dipole adds fields in region II that fall off faster than $1/r^2$, so the leading term survives, but the defect site may then polarise and belongs in region I. A non-cubic crystal needs a dielectric tensor. Large displacements near the defect require an anharmonic region I, with the cross term retained as described after \eqref{balance}.

Short-range coupling between sites can change the individual $\tilde\alpha_j$ in \eqref{dressed}. The continuum limit survives if the far polarisation still obeys $4\pi P=(1-1/\varepsilon)D$ and the outer energy is still $-\tfrac12\sum\boldsymbol\mu_j\cdot\mathbf E^0_j$, because its derivation then needs only the pair sum \eqref{cellsum}. When the ions have time to move, $\varepsilon$ is the static constant; when only the electrons respond, it is the electronic one.

\section*{Calculated quantities}
\begin{verbatim}
charge q = 1.0 e, nearest distance d = 4.0 bohr
volume per ion pair v = 128.0 bohr^3
cation: alpha_el = 1.0 bohr^3, Z = +1 e, k = 1.0 hartree/bohr^2, alpha = 2.0 bohr^3
anion: alpha_el = 6.0 bohr^3, Z = -1 e, k = 0.5 hartree/bohr^2, alpha = 8.0 bohr^3
dressing divisor 1 + 8 pi alpha_pair/(3v) = 1.6545
dressed alpha: cation 1.2088, anion 4.8353 bohr^3
dielectric constant = 2.4593, 1 - 1/epsilon = 0.5934
two-site energy, separate variables = -0.01183492 hartree
two-site energy, combined alpha     = -0.01183492 hartree
outer region minimised numerically  = 0.0012495 hartree
outer region eliminated by formula  = 0.0012495 hartree
largest local-field error / (4 pi P/3) = 0.00005
relaxed cluster: radius 15 d, 14146 sites
far dipole*r^2/q, 4.5d to 9.5d: cation 1.2079, anion 4.8355 bohr^3
nearest-neighbour dipole, relaxed = 0.3713 e bohr
nearest-neighbour dipole, dressed alpha = 0.3022 e bohr
nearest-neighbour dipole, bare alpha = 0.5000 e bohr
cluster energy, full relaxation = -0.116356 hartree
two-region energies of the cluster (hartree):
  R = 0.5 d, 0 inner sites: inner -0.000000, outer -0.106328, sum -0.106328, error -8.619 %
  R = 1.5 d, 18 inner sites: inner -0.073431, outer -0.042581, sum -0.116012, error -0.296 %
  R = 2.5 d, 80 inner sites: inner -0.093638, outer -0.022661, sum -0.116299, error -0.049 %
  R = 4.5 d, 388 inner sites: inner -0.104758, outer -0.011574, sum -0.116332, error -0.020 %
cross term / bare-field term, R = 4.5 d: -0.02171
cluster growth energy / Born law (mean of 3) = 0.9720
complete sums of (d/r)^4: cation 6.334576, anion 10.197740
outer energy of the infinite lattice (hartree):
  R = 1.5 d: lattice -0.047516, Born-Jost -0.049448, ratio 0.96092
  R = 2.5 d: lattice -0.027596, Born-Jost -0.029669, ratio 0.93013
  R = 4.5 d: lattice -0.016509, Born-Jost -0.016483, ratio 1.00162
  R = 8.5 d: lattice -0.008763, Born-Jost -0.008726, ratio 1.00418
  R = 16.5 d: lattice -0.004495, Born-Jost -0.004495, ratio 0.99989
  R = 32.5 d: lattice -0.002282, Born-Jost -0.002282, ratio 0.99987
bare-alpha lattice sum / Born-Jost, R = 32.5 d: 1.6543
field-energy integral, R = 18.0 bohr: -0.016483 hartree
infinite crystal, inner + lattice sum, R = 4.5 d: -0.121267 hartree = -3.2999 eV
infinite crystal, inner + Born-Jost, R = 4.5 d: -0.121241 hartree = -3.2991 eV
relaxed cluster + Born-Jost tail: -0.121301 hartree = -3.3008 eV
\end{verbatim}
